\section*{Neon 2p splitting: Gaunt and relaxation corrections to Dirac-Hartree-Fock}

\section*{Question}

My Dirac-Hartree-Fock calculation on neon gives a $2p_{1/2}$--$2p_{3/2}$ orbital energy splitting of about $0.0046$ hartree, or roughly $1000\ \mathrm{cm^{-1}}$. The fine-structure interval of Ne$^+$ $2p^5$ is about $780\ \mathrm{cm^{-1}}$. I am told that the Gaunt interaction and orbital relaxation account for the difference. But the $2p$ shell contracts when an electron is removed, so I would expect relaxation to increase the interval. What exactly should be compared, and how large is each correction?

\section*{Answer}

The orbital splitting is an ionic interval evaluated with the neutral atom's orbitals. To see what relaxation does to it, we need the energy of a shell with a hole.

\subsection*{Orbitals and one-electron energy}

I use hartree atomic units, a point nucleus with $Z=10$, and positive-energy orbitals. Write
\[
\phi_{\kappa m}=\frac1r\begin{pmatrix}P\,\Omega_{\kappa m}\\ iQ\,\Omega_{-\kappa m}\end{pmatrix},
\qquad \Omega_{-\kappa m}=-\sigma_r\Omega_{\kappa m},
\]
with $\kappa=-1,1,-2$ for $s_{1/2},p_{1/2},p_{3/2}$. From $\sigma\cdot p=-i\sigma_r(\partial_r-\sigma\cdot L/r)$ and $\sigma\cdot L\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa$,
\[
\sigma\cdot p\,\frac Pr\Omega_\kappa=\frac ir\Big(P'+\frac{\kappa P}{r}\Big)\Omega_{-\kappa}.
\]
The same identity with $\kappa\to-\kappa$ handles $Q$. Integrating $-\int PQ'\,dr$ by parts gives the one-electron energy, with the rest energy removed:
\[
h_a=\int_0^\infty\Big[-\frac Zr(P^2+Q^2)+2cQ\Big(P'+\frac{\kappa P}{r}\Big)-2c^2Q^2\Big]dr .
\]
Making this stationary in $Q$, where the potential and orbital energy are small beside $2c^2$, gives $Q\simeq(P'+\kappa P/r)/(2c)$.

\subsection*{Energy of a shell with one hole}

Shell $a$ holds $q_a$ electrons out of $N_a=2j_a+1$. Let $W_{ab}$ be the direct minus exchange interaction summed over all substates of both shells. Averaging over the position of the hole gives
\begin{equation}
E=\sum_a q_ah_a+\frac12\sum_{ab}c_{ab}W_{ab},\quad
c_{ab}=\frac{q_aq_b}{N_aN_b}\ (a\ne b),\quad
c_{aa}=\frac{q_a(q_a-1)}{N_a(N_a-1)}. \label{E}
\end{equation}
The last factor is the probability that two different substates are both occupied; terms with equal substates cancel between direct and exchange. For one hole in an otherwise closed-shell atom, the possible determinants are the $M$ components of a single level with $J=j_a$. They have equal energies, so the average is the energy of that level within this model.

Define the full-shell mean-field operator $U_b$ by $W_{ab}=N_a\langle a|U_b|a\rangle$. Varying orbital $a$ in \eqref{E} gives
\begin{equation}
\delta E=2q_a\,\mathrm{Re}\langle\delta a|F_a|a\rangle,\qquad
F_a=h+\sum_b w_{ab}U_b,\qquad w_{ab}=\frac{N_ac_{ab}}{q_a}. \label{F}
\end{equation}
For $b=a$, the factor $1/2$ in \eqref{E} is cancelled because both members of the pair vary. Thus $w_{ab}=q_b/N_b$ for $b\ne a$, and $w_{aa}=(q_a-1)/(N_a-1)$. In neutral neon every $w_{ab}=1$, so
$\epsilon_a=h_a+\sum_bW_{ab}/N_a$.

Now remove one electron from $a$ without changing any orbital. Then $c_{ab}$ falls from 1 to $1-1/N_a$ for $b\ne a$, and $c_{aa}$ falls from 1 to $1-2/N_a$. Hence
\[
E_{\rm hole\ a}-E_{\rm Ne}
=-h_a-\sum_{b\ne a}\frac{W_{ab}}{N_a}-\frac12\frac{2W_{aa}}{N_a}
=-\epsilon_a .
\]
With $I=E_{J=1/2}-E_{J=3/2}$, subtraction gives
\begin{equation}
I_{\rm frozen}=\epsilon_{3/2}-\epsilon_{1/2}. \label{K}
\end{equation}
This is Koopmans' theorem. The measured interval belongs to an ion whose orbitals have adjusted.

\subsection*{Coulomb and Gaunt exchange}

Let $n,n'$ be unit vectors, $x=n\cdot n'$, and $\sigma_n=\sigma\cdot n$. Write $\sum_m\Omega_{\kappa m}(n)\Omega^\dagger_{\kappa m}(n')=M_\kappa(n,n')/(4\pi)$. The $s$ spinors give a unit matrix, $p_{1/2}$ follows by applying $-\sigma_r$, and $p_{3/2}$ is the rest of the $l=1$ space:
\[
M_s=1,\qquad M_{1/2}=\sigma_n\sigma_{n'},\qquad M_{3/2}=3x-\sigma_n\sigma_{n'}.
\]
Define
\[
R^k[f,g]=\int\!\!\int f(r)\frac{r_<^k}{r_>^{k+1}}g(r')\,dr\,dr'.
\]
Expand $1/r_{12}$ in Legendre polynomials $P_k(x)$. Since $\sigma_r^2=1$, the large and small parts of the transition density have the same angular factor. The Coulomb part of the interaction is therefore
\[
W^C_{ab}=N_aN_bR^0[\rho_a,\rho_b]-\sum_k\Gamma^k_{ab}R^k[d_{ab},d_{ab}],
\]
where $\rho_a=P_a^2+Q_a^2$, $d_{ab}=P_aP_b+Q_aQ_b$, and
\[
\Gamma^k_{ab}=\frac12\int_{-1}^1P_k(x)\,
\mathrm{tr}[M_b(n,n')M_a(n',n)]\,dx .
\]
The factor is $8\pi^2/(4\pi)^2=1/2$. The traces for the pairs $(s,\frac12)$, $(s,\frac32)$, $(\frac12,\frac12)$, $(\frac12,\frac32)$, $(\frac32,\frac32)$ are $2x$, $4x$, $2$, $4P_2$, $4+4P_2$. Using $\int P_k^2dx=2/(2k+1)$,
\begin{equation}
\begin{gathered}
\Gamma^1_{s,1/2}=\tfrac23,\quad \Gamma^1_{s,3/2}=\tfrac43,\quad
\Gamma^0_{1/2,1/2}=2,\\
\Gamma^2_{1/2,3/2}=\tfrac45,\quad
\Gamma^0_{3/2,3/2}=4,\quad\Gamma^2_{3/2,3/2}=\tfrac45 .
\end{gathered}\label{G}
\end{equation}
For two $s$ shells the trace is 2 and $\Gamma^0=2$.

The Gaunt interaction is $-\alpha_1\cdot\alpha_2/r_{12}$. Its transition current is
\[
\phi_a^\dagger\alpha\phi_b=\frac{i}{r^2}
\left(P_aQ_b\Omega_a^\dagger\sigma\Omega_{-b}
-Q_aP_b\Omega_{-a}^\dagger\sigma\Omega_b\right).
\]
For $a=b$, summed over $m$, both angular terms equal $-N_an/(4\pi)$ and cancel. The direct term is therefore zero. In the exchange term the minus sign of exchange meets the minus sign of the interaction, so $W_{ab}$ gains
\[
X_{ab}=\sum_k\{g_{11}^kR^k[u,u]-2g_{12}^kR^k[u,t]+g_{22}^kR^k[t,t]\},
\]
with $u=P_aQ_b$ and $t=Q_aP_b$. Each $g^k$ is $\frac12\int P_kT\,dx$, with
\begin{align*}
T_{11}&=\sum_i\mathrm{tr}[\sigma_iM_{-b}(n,n')\sigma_iM_a(n',n)],\\
T_{22}&=\sum_i\mathrm{tr}[\sigma_iM_b(n,n')\sigma_iM_{-a}(n',n)],\\
T_{12}&=\sum_i\mathrm{tr}[\sigma_i\sigma_nM_b(n,n')\sigma_i\sigma_{n'}M_a(n',n)].
\end{align*}
Here $M_{-\kappa}=\sigma_nM_\kappa\sigma_{n'}$, and $\sum_i\sigma_iA\sigma_i=2\,\mathrm{tr}A-A$ evaluates every case. For $a=s$, $b=p_{1/2}$, for example, $T_{11}=6$, $T_{12}=-2$ and $T_{22}=8x^2-2$. Thus $g_{11}^0=6$, $g_{12}^0=-2$, $g_{22}^0=2/3$ and $g_{22}^2=16/15$.

Because $1/r_{12}$ is a positive kernel acting on a current and its conjugate, $X_{ab}\ge0$. This fixes the sign of the Gaunt energy at given orbitals, but not the sign of its effect on a difference such as $I$. That has to be computed.

\subsection*{Choosing relaxed orbitals}

One could optimize the two ionic states separately. To see the difficulty, let $c\to\infty$, so that $Q$ drops out, and give both $2p$ shells the same radial function $p$. Define
\[
Y_k(r)=\int_0^\infty\frac{r_<^k}{r_>^{k+1}}p^2(r')\,dr'.
\]
The weights \eqref{G} show that the operators act on $p$ as follows:
\begin{align*}
\text{on }p_{1/2}:&\quad U_{1/2}\to Y_0,\qquad\quad\ \; U_{3/2}\to4Y_0-\tfrac25Y_2,\\
\text{on }p_{3/2}:&\quad U_{1/2}\to2Y_0-\tfrac15Y_2,\quad U_{3/2}\to3Y_0-\tfrac15Y_2.
\end{align*}
The $s$ shells act equally on both, since $\frac23/2=\frac43/4$. In neutral neon both rows sum to $5Y_0-\frac25Y_2$, so the orbital splitting vanishes. The algebra behind \eqref{K} did not require optimized orbitals; hence $I=0$ for any common $p$ in this limit.

With the hole weights from \eqref{F}, the $p$--$p$ potential becomes $4Y_0-\xi Y_2$, where
\begin{equation}
\begin{array}{lcc}
 & \xi\text{ on }p_{1/2} & \xi\text{ on }p_{3/2}\\
J=1/2 & 2/5 & 3/10\\
J=3/2 & 3/10 & 1/3
\end{array}\label{xi}
\end{equation}
For instance, the upper right entry follows from $\frac12(2Y_0-\frac15Y_2)+(3Y_0-\frac15Y_2)$. Within either state the two subshells feel different potentials even without relativity. Separate optimization makes their radial functions differ and produces a spurious interval.

I therefore use one set of ion orbitals that makes the level average
\[
\bar E=\frac{2E_{J=1/2}+4E_{J=3/2}}6
\]
stationary. The averaged occupation fraction is $5/6$ for each $2p$ subshell, and each averaged $p$--$p$ coefficient is $2/3$. The weight in the Fock operator is $(2/3)/(5/6)=4/5$, so both subshells feel $4Y_0-0.32Y_2$. A common $p$ is then self-consistent, and the nonrelativistic interval is zero.

\subsection*{Numbers}

The calculation uses 20 $s$ and 17 $p$ Gaussian exponents with kinetically balanced small components. The Gaunt term, where present, is included in the self-consistent equations. The Coulomb orbital energies give
\[
\epsilon_{3/2}-\epsilon_{1/2}=-0.84827+0.85283
=0.00456\ \text{hartree}=1001\ \mathrm{cm^{-1}} .
\]
The four intervals, in $\mathrm{cm^{-1}}$, are
\[
\begin{array}{lcc}
 & \text{Coulomb} & \text{Coulomb + Gaunt}\\
\text{neutral orbitals} & 1001.4 & 920.5\\
\text{relaxed ion orbitals} & 833.9 & 766.6
\end{array}
\]
Taking Gaunt first, the reductions are
\[
1001.4-80.9-153.8=766.7\ \mathrm{cm^{-1}},
\]
which agrees with the table to rounding. Taking relaxation first, they are $167.5$ and $67.2\ \mathrm{cm^{-1}}$. The shares depend on the order by about $14\ \mathrm{cm^{-1}}$, but the total reduction is $235\ \mathrm{cm^{-1}}$, or 23\% of the Coulomb orbital splitting. Relaxation is the larger part in either order.

The final interval, $0.00349$ hartree or $767\ \mathrm{cm^{-1}}$, lies $13\ \mathrm{cm^{-1}}$ below 780, a difference of 1.7\% relative to 780. The two corrections therefore slightly overshoot the gap of $221\ \mathrm{cm^{-1}}$. Correlation, retardation, QED and nuclear recoil are absent, and this calculation does not apportion the remainder among them.

Separate optimization in the Coulomb model lowers the $J=1/2$ energy by $0.121847$ hartree and the $J=3/2$ energy by $0.120997$ hartree. Only their difference, $0.000850$ hartree or $187\ \mathrm{cm^{-1}}$, changes the interval, giving $815\ \mathrm{cm^{-1}}$. The spurious nonrelativistic part is $-19\ \mathrm{cm^{-1}}$. Removing it gives $833\ \mathrm{cm^{-1}}$, close to the common-orbital value of 834.

\subsection*{Why contraction does not decide the sign}

Your expectation about contraction is right, but a second effect outweighs it. To isolate contraction, take nonrelativistic orbitals with a common $2p$ radial function, attach $Q=(P'+\kappa P/r)/(2c)$, and orthonormalize. The Coulomb interval is then $738\ \mathrm{cm^{-1}}$ with neutral orbitals and $844\ \mathrm{cm^{-1}}$ with ion orbitals. Meanwhile $\langle r^{-3}\rangle_{2p}$ rises from $10.9$ to $12.5\ \mathrm{bohr^{-3}}$.

To order $c^{-2}$, the rest comes from the small difference between the actual $2p_{1/2}$ and $2p_{3/2}$ radial functions. Let $\delta_{1/2}$ and $\delta_{3/2}$ be the changes of the large components, measured from the normalized common-radial orbitals just described. Those orbitals already give up to $Q$ the same norm as the actual ones at order $c^{-2}$, so $\langle\delta_a|p\rangle=0$ to first order. The changes of the $s$ orbitals drop out at this order, because with a common $p$ their nonrelativistic Fock operators are the same in both ionic states. Both changes are of order $c^{-2}$, as is $I$ itself, so their first-order effect on $I$ cannot be dropped.

Start from neutral orbitals. They satisfy the equation with $5Y_0-\frac25Y_2$, which may be subtracted from each ionic Fock operator in $\delta E$. With the occupations $(1,4)$ for $J=1/2$ and $(2,3)$ for $J=3/2$, and the entries \eqref{xi}, the coefficient of $2\langle\delta_{1/2}|\cdots|p\rangle$ is
\[
1(-Y_0)-2\left(-Y_0+\tfrac1{10}Y_2\right)=Y_0-\tfrac15Y_2 .
\]
For $\delta_{3/2}$ it is
\[
4\left(-Y_0+\tfrac1{10}Y_2\right)
-3\left(-Y_0+\tfrac1{15}Y_2\right)=-Y_0+\tfrac15Y_2 .
\]
Therefore
\begin{equation}
\delta I_{\rm neutral}=2\langle\delta_{1/2}-\delta_{3/2}|
Y_0-\tfrac15Y_2|p\rangle. \label{dn}
\end{equation}
For the common ion orbitals, subtract $4Y_0-0.32Y_2$ instead. The coefficients become $-0.08-2(0.02)=-0.12$ for $\delta_{1/2}$ and $4(0.02)-3(-0.04/3)=0.12$ for $\delta_{3/2}$, both multiplying $Y_2$:
\begin{equation}
\delta I_{\rm ion}=-0.24\langle\delta_{1/2}-\delta_{3/2}|Y_2|p\rangle. \label{di}
\end{equation}
The large monopole term $Y_0$ has disappeared because these orbitals are adapted to the ion.

The sign of \eqref{dn} can be found if the response is treated in a fixed local potential. The spin-orbit term is $V'\,L\cdot S/(2c^2r)$, with $L\cdot S=-1$ for $p_{1/2}$ and $+\frac12$ for $p_{3/2}$, so the difference of the two perturbations is $v(r)=-3V'/(4c^2r)$. For a screened nucleus $V'$ is the net enclosed charge divided by $r^2$, positive and decreasing, so $v$ is negative, strongest near the nucleus and rising outward. Put $\delta_{1/2}-\delta_{3/2}=pf$. The first-order radial equation, multiplied by $p$, is
\[
\tfrac12(p^2f')'=(v-\langle v\rangle)p^2 .
\]
Integrating from the origin gives a negative right-hand side, since $v$ is below its mean at small $r$ and above it farther out. Thus $f'<0$: $2p_{1/2}$ is the more compact orbital. Moreover,
\[
Y_0'=-\frac1{r^2}\int_0^rp^2ds,\qquad
-\tfrac15Y_2'\le\frac{3}{5r^2}\int_0^rp^2ds,
\]
so $Y_0-\frac15Y_2$ also decreases with $r$. Two decreasing functions have a positive covariance, and $\langle f\rangle=0$; hence $\delta I_{\rm neutral}>0$ in this response model.

The full calculation agrees with this sign: the full interval minus the common-radial interval is $263\ \mathrm{cm^{-1}}$ with neutral orbitals and $-10\ \mathrm{cm^{-1}}$ with ion orbitals. These are remainders, not evaluations of \eqref{dn} and \eqref{di}; they also contain higher-order terms of relative size about $(Z/c)^2\approx0.005$, a few $\mathrm{cm^{-1}}$, which matters for the second figure but not for the first. The Coulomb relaxation shift is therefore
\[
(843.7-738.3)+(-9.8-263.1)=105.4-272.9=-167.5\ \mathrm{cm^{-1}}.
\]
The contraction raises the interval by $105\ \mathrm{cm^{-1}}$. Relaxation also removes a larger contribution that arose because the frozen orbitals were optimized for the neutral atom.

This first-order explanation relies on small relativistic changes in the radial functions. In heavy atoms those changes need not be small, although \eqref{K} still holds for a closed-shell atom in the same mean-field model. With several open-shell electrons, a configuration can contain several levels and \eqref{E} gives only an average. The numerical check tests the Coulomb angular weights and Koopmans' theorem, and compares neutral-atom energies with and without Gaunt against an independent four-component program in a smaller shared basis.

\section*{Computed results}
\begin{verbatim}
Speed of light c: 137.035999 a.u.
Conversion of one hartree: 219474.631 cm^-1
Gaussians per s, p symmetry: 20 17
Ne total energy, Coulomb: -128.69190 hartree
Ne total energy, Coulomb+Gaunt: -128.67436 hartree
Orbital energy 1s, Coulomb: -32.817445 hartree
Orbital energy 2s, Coulomb: -1.935845 hartree
Orbital energy 2p1/2, Coulomb: -0.852830 hartree
Orbital energy 2p3/2, Coulomb: -0.848268 hartree
Orbital energy 2p1/2, Coulomb+Gaunt: -0.852391 hartree
Orbital energy 2p3/2, Coulomb+Gaunt: -0.848197 hartree
Bare-nucleus 2p splitting: 0.016697 hartree
Orbital splitting, Coulomb: 0.004563 hartree
Orbital splitting, Coulomb: 1001.4 cm^-1
Orbital splitting, Coulomb+Gaunt: 920.5 cm^-1
Relaxed interval, Coulomb: 833.9 cm^-1
Relaxed interval, Coulomb+Gaunt: 0.003493 hartree
Relaxed interval, Coulomb+Gaunt: 766.6 cm^-1
Gaunt shift, frozen orbitals: -80.9 cm^-1
Gaunt shift, relaxed ion: -67.2 cm^-1
Relaxation shift, Coulomb: -167.5 cm^-1
Relaxation shift, Coulomb+Gaunt: -153.8 cm^-1
Total shift: -234.7 cm^-1
Quoted ionic interval (input): 780 cm^-1
Orbital splitting minus quoted: 221.4 cm^-1
Final interval minus quoted: -13.4 cm^-1
Relaxation energy, J=1/2: 0.121847 hartree
Relaxation energy, J=3/2: 0.120997 hartree
Separately optimized interval, Coulomb: 814.8 cm^-1
Its nonrelativistic offset: -18.6 cm^-1
Separate interval minus offset: 833.3 cm^-1
Common-radial interval, neutral orbitals: 738.3 cm^-1
Common-radial interval, ion orbitals: 843.7 cm^-1
Radial-difference effect, neutral: 263.1 cm^-1
Radial-difference effect, ion: -9.8 cm^-1
Nonrelativistic 2p <r^-3>, neutral: 10.906 bohr^-3
Nonrelativistic 2p <r^-3>, ion: 12.492 bohr^-3
Basis change of orbital splitting: 0.008 cm^-1
Basis change of relaxed interval: 0.002 cm^-1
Largest orbital difference between programs: 9.6e-08 hartree
\end{verbatim}
